# Two Derivations of the Thermal Gap Shift from Quadratic Phonon Coupling: a numerical check

```python
# Result under test: for independent harmonic modes and a gap quadratic in the
# mode coordinates, the thermal mean of the vertical gap is
#     E0 + sum_v a_v (n_v + 1/2),   a_v = k_vv / 2.
# q_v: dimensionless coordinate (mass-weighted coordinate / sqrt(hbar/omega_v))
# g_v, k_vw: first and second derivatives of the gap with respect to q
# n_v: Bose-Einstein occupation; E0: gap at the equilibrium geometry.
# Energies in meV, temperatures in K, displacements u in angstrom.
# Reference averages use oscillator states diagonalized on a coordinate grid.
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

MEV = const.e * 1e-3
KB = const.k / MEV


def occupation(energy, temp):
    return 0.0 if temp == 0 else 1.0 / np.expm1(energy / (KB * temp))


def oscillator_states(hbar2_over_mass, potential, grid):
    """Levels and states of -(hbar^2/2M) d^2/dx^2 + V on a sinc grid."""
    step = grid[1] - grid[0]
    index = np.arange(len(grid))
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kinetic = np.where(diff == 0, np.pi**2 / 6, sign / safe**2)
    return np.linalg.eigh(kinetic * hbar2_over_mass / step**2
                          + np.diag(potential))


def position_probability(states, temp):
    levels, vectors = states
    if temp == 0:
        weights = np.zeros(len(levels))
        weights[0] = 1.0
    else:
        weights = np.exp(-(levels - levels[0]) / (KB * temp))
    return vectors**2 @ (weights / weights.sum())


def free_energy(levels, temp):
    boltzmann = np.exp(-(levels - levels[0]) / (KB * temp))
    return levels[0] - KB * temp * np.log(boltzmann.sum())


# ---------- two-mode model ----------
E0 = 1500.0
hw = np.array([10.0, 40.0])
g = np.array([5.0, -20.0])
k = np.array([[2.0, 3.0], [3.0, -20.0]])
a = np.diag(k) / 2

q = np.linspace(-20, 20, 321)
q1, q2 = q[:, None], q[None, :]
gap_surface = (E0 + g[0] * q1 + g[1] * q2 + 0.5 * k[0, 0] * q1**2
               + 0.5 * k[1, 1] * q2**2 + k[0, 1] * q1 * q2)
mode_states = [oscillator_states(w, 0.5 * w * q**2, q) for w in hw]


def formula_shift(temp):
    return sum(a[i] * (occupation(hw[i], temp) + 0.5) for i in range(2))


def grid_statistics(temp):
    p1, p2 = [position_probability(s, temp) for s in mode_states]
    mean = p1 @ gap_surface @ p2
    variance = p1 @ (gap_surface - mean)**2 @ p2
    return mean, variance


print("TWO-MODE MODEL")
print(f"k_B = {KB:.6f} meV/K; bare gap E0 = {E0:.1f} meV")
for i in range(2):
    print(f"mode {i+1}: hw = {hw[i]:.1f}, g = {g[i]:.1f}, "
          f"k = {k[i, i]:.1f}, a = {a[i]:.1f} meV")
print(f"mixed coupling k12 = {k[0, 1]:.1f} meV")

search = minimize_scalar(lambda t: -formula_shift(t), bounds=(20, 300),
                         method="bounded", options={"xatol": 1e-6})
T_max = search.x
for temp in (0.0, 100.0, T_max, 300.0, 600.0):
    s = np.array([occupation(w, temp) + 0.5 for w in hw])
    parts = a * s
    mean, variance = grid_statistics(temp)
    variance_formula = g**2 @ s + 0.5 * s @ k**2 @ s
    assert abs(mean - E0 - formula_shift(temp)) < 1e-6
    assert abs(variance / variance_formula - 1) < 1e-7
    print(f"T = {temp:.1f} K: n+1/2 = {s[0]:.4f}, {s[1]:.4f}")
    print(f"  mode shifts = {parts[0]:.4f}, {parts[1]:.4f} meV; "
          f"sum = {parts.sum():.4f} meV")
    print(f"  gap: formula {E0 + parts.sum():.4f}, grid {mean:.4f} meV; "
          f"std dev {np.sqrt(variance):.2f} meV")

# The maximum is confirmed with grid averages, not with the formula.
gap_zero = grid_statistics(0.0)[0]
gap_top = grid_statistics(T_max)[0]
assert gap_top > grid_statistics(T_max - 20)[0] + 1e-4
assert gap_top > grid_statistics(T_max + 20)[0] + 1e-4
assert gap_top > gap_zero
print(f"gap maximum at {T_max:.1f} K, "
      f"{gap_top - gap_zero:.4f} meV above T = 0")
print(f"zero-point shift = {gap_zero - E0:.4f} meV")
print(f"gap at 300 K = {grid_statistics(300.0)[0] / 1000:.5f} eV")

# Classical limit from a Boltzmann integral over positions.
T_hot = 600.0
classical_p = []
for w in hw:
    weight = np.exp(-0.5 * w * q**2 / (KB * T_hot))
    classical_p.append(weight / weight.sum())
classical_shift = classical_p[0] @ gap_surface @ classical_p[1] - E0
slope = KB * np.sum(a / hw)
assert abs(classical_shift - slope * T_hot) < 1e-6
quantum_excess = grid_statistics(T_hot)[0] - E0 - classical_shift
leading_excess = np.sum(a * hw) / (12 * KB * T_hot)
# The next term of the expansion is about one percent of the leading one.
assert abs(quantum_excess / leading_excess - 1) < 0.02
print(f"high-T slope = {slope:.6f} meV/K")
print(f"classical shift at 600 K = {classical_shift:.4f} meV")
print(f"quantum minus classical at 600 K = {quantum_excess:.4f} meV; "
      f"leading term {leading_excess:.4f} meV")

# ---------- free-energy gap, mode 2 alone ----------
w = hw[1]


def free_energy_shift(linear, quadratic, temp):
    excited = 0.5 * (w + quadratic) * q**2 + linear * q
    levels = oscillator_states(w, excited, q)[0]
    return free_energy(levels, temp) - free_energy(mode_states[1][0], temp)


print("FREE-ENERGY GAP, MODE 2 ALONE")
relaxation = -g[1]**2 / (2 * w)
for temp in (100.0, 300.0):
    assert abs(free_energy_shift(g[1], 0.0, temp) - relaxation) < 1e-6
    small = 0.2
    derivative = (free_energy_shift(0.0, small, temp)
                  - free_energy_shift(0.0, -small, temp)) / (2 * small)
    expected = 0.5 * (occupation(w, temp) + 0.5)
    assert abs(derivative / expected - 1) < 1e-3
    print(f"T = {temp:.0f} K: dF/dk at k=0: grid {derivative:.5f}, "
          f"(n+1/2)/2 = {expected:.5f}")
new_w = np.sqrt(w * (w + k[1, 1]))
thermal = 2 * KB * 300.0
finite_k = KB * 300.0 * np.log(np.sinh(new_w / thermal)
                               / np.sinh(w / thermal))
assert abs(free_energy_shift(0.0, k[1, 1], 300.0) - finite_k) < 1e-6
print(f"relaxation from linear coupling = {relaxation:.4f} meV")
print(f"excited-surface mode energy = {new_w:.4f} meV")
print(f"300 K, g = 0, full k: free-energy shift {finite_k:.4f} meV")
print(f"300 K, a(n+1/2) = {a[1]*(occupation(w, 300.0)+0.5):.4f} meV")

# ---------- two-level gap with a physical displacement ----------
mass_u, energy, delta, c = 20.0, 30.0, 1500.0, 1000.0
hbar2_over_mass = const.hbar**2 / (mass_u * const.atomic_mass) / MEV * 1e20
length2 = hbar2_over_mass / energy
spring = energy**2 / hbar2_over_mass


def two_level_gap(u):
    u = np.atleast_1d(u)
    matrix = np.zeros((len(u), 2, 2))
    matrix[:, 0, 0], matrix[:, 1, 1] = delta / 2, -delta / 2
    matrix[:, 0, 1] = matrix[:, 1, 0] = c * u
    levels = np.linalg.eigvalsh(matrix)
    return levels[:, 1] - levels[:, 0]


du = 0.005
minus, centre, plus = two_level_gap(np.array([-du, 0.0, du]))
curvature = (plus - 2 * centre + minus) / du**2
assert abs(curvature / (4 * c**2 / delta) - 1) < 1e-3
a_frozen = 0.5 * length2 * curvature
u_grid = np.linspace(-1, 1, 321)
u_states = oscillator_states(hbar2_over_mass, 0.5 * spring * u_grid**2, u_grid)
probability = position_probability(u_states, 300.0)
full_shift = probability @ two_level_gap(u_grid) - delta
u2 = probability @ u_grid**2
s_u = occupation(energy, 300.0) + 0.5
assert abs(u2 / (length2 * s_u) - 1) < 1e-7
quadratic_shift = 0.5 * length2 * (4 * c**2 / delta) * s_u
quartic = -6 * c**4 * (length2 * s_u)**2 / delta**3
# The sixth-order term is about three percent of the quartic one.
assert abs((full_shift - quadratic_shift) / quartic - 1) < 0.05
print("TWO-LEVEL GAP, FROZEN DISPLACEMENTS")
print(f"M = {mass_u:.0f} u, hw = {energy:.0f} meV, "
      f"Delta = {delta:.0f} meV, c = {c:.0f} meV/A")
print(f"hbar/(M omega) = {length2:.6f} A^2; step = {du:.3f} A")
print(f"gap curvature: frozen {curvature:.2f}, "
      f"4c^2/Delta = {4*c**2/delta:.2f} meV/A^2")
print(f"coefficient a = {a_frozen:.4f} meV; n+1/2 at 300 K = {s_u:.4f}")
print(f"<u^2> at 300 K = {u2:.6f} A^2")
print(f"300 K shift: quadratic {quadratic_shift:.4f}, "
      f"full gap {full_shift:.4f} meV")
print(f"difference = {full_shift - quadratic_shift:.4f} meV; "
      f"quartic term = {quartic:.4f} meV")

print("done: every assertion held")
```

Output:

```
TWO-MODE MODEL
k_B = 0.086173 meV/K; bare gap E0 = 1500.0 meV
mode 1: hw = 10.0, g = 5.0, k = 2.0, a = 1.0 meV
mode 2: hw = 40.0, g = -20.0, k = -20.0, a = -10.0 meV
mixed coupling k12 = 3.0 meV
T = 0.0 K: n+1/2 = 0.5000, 0.5000
  mode shifts = 0.5000, -5.0000 meV; sum = -4.5000 meV
  gap: formula 1495.5000, grid 1495.5000 meV; std dev 16.29 meV
T = 100.0 K: n+1/2 = 0.9563, 0.5097
  mode shifts = 0.9563, -5.0973 meV; sum = -4.1410 meV
  gap: formula 1495.8590, grid 1495.8590 meV; std dev 16.91 meV
T = 128.9 K: n+1/2 = 1.1847, 0.5281
  mode shifts = 1.1847, -5.2805 meV; sum = -4.0958 meV
  gap: formula 1495.9042, grid 1495.9042 meV; std dev 17.47 meV
T = 300.0 K: n+1/2 = 2.6174, 0.7704
  mode shifts = 2.6174, -7.7037 meV; sum = -5.0864 meV
  gap: formula 1494.9136, grid 1494.9136 meV; std dev 22.89 meV
T = 600.0 K: n+1/2 = 5.1865, 1.3564
  mode shifts = 5.1865, -13.5644 meV; sum = -8.3778 meV
  gap: formula 1491.6222, grid 1491.6222 meV; std dev 34.02 meV
gap maximum at 128.9 K, 0.4042 meV above T = 0
zero-point shift = -4.5000 meV
gap at 300 K = 1.49491 eV
high-T slope = -0.012926 meV/K
classical shift at 600 K = -7.7556 meV
quantum minus classical at 600 K = -0.6222 meV; leading term -0.6286 meV
FREE-ENERGY GAP, MODE 2 ALONE
T = 100 K: dF/dk at k=0: grid 0.25487, (n+1/2)/2 = 0.25487
T = 300 K: dF/dk at k=0: grid 0.38519, (n+1/2)/2 = 0.38519
relaxation from linear coupling = -5.0000 meV
excited-surface mode energy = 28.2843 meV
300 K, g = 0, full k: free-energy shift -10.2121 meV
300 K, a(n+1/2) = -7.7037 meV
TWO-LEVEL GAP, FROZEN DISPLACEMENTS
M = 20 u, hw = 30 meV, Delta = 1500 meV, c = 1000 meV/A
hbar/(M omega) = 0.006967 A^2; step = 0.005 A
gap curvature: frozen 2666.64, 4c^2/Delta = 2666.67 meV/A^2
coefficient a = 9.2891 meV; n+1/2 at 300 K = 0.9563
<u^2> at 300 K = 0.006663 A^2
300 K shift: quadratic 8.8836, full gap 8.8069 meV
difference = -0.0767 meV; quartic term = -0.0789 meV
done: every assertion held
```
